# Residual resistivity of a copper line from its resistance ratio

## Problem

A narrow copper line on a chip has a resistance of 50.0 ohm at 293 K and 20.0 ohm at 4.2 K. Each value comes from a four-terminal measurement: one pair of contacts carries the current and a second pair senses the voltage, so the resistance of the leads does not enter. The length, width and height of the line are unknown.

Scattering by lattice vibrations (phonons) gives pure bulk copper a resistivity of 1.68 microohm cm at 293 K. Assume that the copper in the line has the same phonon resistivity, and that Matthiessen's rule holds: the resistivities due to phonons and to defects add.

(a) Find the residual resistivity of the line, which is the part that remains when the phonons are frozen out.

(b) By what percentage does the answer change if the resistance ratio is wrong by 1 %?

(c) The length is now given as 10 000 nm and the width as 50 nm. Find the cross-sectional area and the height.

(d) Estimate how far the answer to (a) is moved by contraction on cooling, by current in the barrier liner, and by scattering at the surfaces of the line.

## Hints

1. Write the resistance as resistivity times a factor that contains the shape alone. What happens to this factor in the ratio of the two readings?
2. Which scattering processes act at 293 K, and which are left at 4.2 K?
3. The value 1.68 microohm cm is the phonon part of the warm resistivity of the line, not the whole of it.
4. For (b), take the logarithm of the result before differentiating.
5. For (c), subtract the two resistances instead of dividing them.
6. For (d), change one assumption at a time, and ask which cold resistivity would then give the same two readings.

## Solution

### The shape cancels

Let $x$ run along the line and let $A(x)$ be its cross-section, varying slowly enough for the current to spread evenly over it. A slice of thickness $dx$ has resistance $\rho\,dx/A(x)$. The same current passes through all slices, so their resistances add. If the resistivity $\rho$ is uniform,

$$R=\rho\,g,\qquad g=\int_0^L\frac{dx}{A(x)} .$$

For a constant cross-section $g=L/A$. With the subscripts w and c for the warm and the cold reading, and with the change of shape on cooling ignored for now,

$$r\equiv\frac{R_w}{R_c}=\frac{\rho_w\,g}{\rho_c\,g}=\frac{\rho_w}{\rho_c},\qquad r=\frac{50.0}{20.0}=2.50 .$$

This $r$ is the residual resistance ratio, usually written RRR. It is a ratio of resistivities even if the line is tapered.

### Why the resistivities add

In the Drude picture a field $E$ accelerates electrons of charge $-e$ and mass $m$, and collisions remove their drift momentum at the rate $1/\tau$. In a steady state the gain and the loss balance:

$$-eE-\frac{mv}{\tau}=0\quad\Rightarrow\quad v=-\frac{eE\tau}{m}.$$

With $n$ electrons per volume the current density is $j=-nev=(ne^2\tau/m)E$. Since $j=E/\rho$,

$$\rho=\frac{m}{ne^2\tau}.$$

Now let defects and phonons scatter independently, with mean times $\tau_0$ and $\tau_{ph}$. The probability of escaping both during a short time $dt$ is

$$\left(1-\frac{dt}{\tau_0}\right)\left(1-\frac{dt}{\tau_{ph}}\right)\approx1-\left(\frac1{\tau_0}+\frac1{\tau_{ph}}\right)dt ,$$

where the term in $dt^2$ is dropped. The rates therefore add, $1/\tau=1/\tau_0+1/\tau_{ph}$. Multiplying by $m/(ne^2)$ gives Matthiessen's rule,

$$\rho=\rho_0+\rho_{ph}.$$

The derivation uses one collision rate for all electrons, wherever they are and whichever way they move. Scattering at surfaces breaks this condition, as part (d) shows.

### What is left at 4.2 K

The standard expression for the phonon resistivity of a simple metal is the Bloch-Grüneisen law, taken here as given:

$$\rho_{ph}(T)\propto\left(\frac T\Theta\right)^5\int_0^{\Theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},$$

where $\Theta$ is the Debye temperature, roughly 320 K for copper. At low temperature the upper limit is so large that the integral no longer depends on it, and $\rho_{ph}\propto T^5$. At high temperature $x$ stays small and the integrand is close to $x^5/x^2=x^3$. The integral is then $(\Theta/T)^4/4$, and $\rho_{ph}\propto T$.

Scaled to 1.68 microohm cm at 293 K, the law gives $3.8\times10^{-7}$ microohm cm at 4.2 K for $\Theta=320$ K, and between $2.9\times10^{-7}$ and $4.9\times10^{-7}$ for $\Theta$ from 343 K down to 300 K. This is negligible here, so $\rho_c=\rho_0$, while $\rho_w=\rho_0+\rho_{ph}$ with $\rho_{ph}$ taken at 293 K.

In a warmer cold bath a phonon part $\rho_{ph,c}$ would survive. Then $r(\rho_0+\rho_{ph,c})=\rho_0+\rho_{ph}$, and collecting the terms in $\rho_0$ gives

$$\rho_0=\frac{\rho_{ph}-r\,\rho_{ph,c}}{r-1}.$$

### (a) The residual resistivity

With the cold phonon part dropped,

$$r=\frac{\rho_0+\rho_{ph}}{\rho_0}=1+\frac{\rho_{ph}}{\rho_0}.$$

Subtracting 1 and solving for $\rho_0$,

$$\boxed{\rho_0=\frac{\rho_{ph}}{r-1}}$$

$$\rho_0=\frac{1.68}{2.50-1}=1.12\ \text{microohm cm}=1.12\times10^{-8}\ \text{ohm m}.$$

As a check, the warm resistivity is $1.12+1.68=2.80$ microohm cm, and $2.80/1.12=2.50$. Defects supply the fraction $1/r=40\,\%$ of the warm resistivity, and phonons the other 60 %.

A resistance ratio alone could not give a resistivity, because it has no unit. The scale comes from the known phonon resistivity, which takes the place of the missing dimensions.

Dividing 1.68 by 2.50 would give 0.672 microohm cm. That treats 1.68 as the total warm resistivity and leaves $1.68-0.672=1.008$ microohm cm for the phonons, which contradicts the data. For a very pure metal, $r\gg1$, the two expressions merge, since $r-1\approx r$. In the opposite limit, $r\to1$, defects dominate at both temperatures and $\rho_0$ becomes much larger than $\rho_{ph}$.

The formulas for $\rho_0$ and $g$ were also tried on simulated data. Random electron flights, each ended by whichever of two independent processes came first, gave the resistivities of three tapered lines with residual resistivities of 0.4, 1.12 and 3.0 microohm cm. From the resulting resistances and the known phonon resistivity, without the dimensions, $\rho_0$ was recovered to within 0.78 % and $g$ to within 0.67 %. Each mean flight time was taken over a million flights, which leaves a sampling noise of about 0.1 %, and the subtraction of similar numbers enlarges it. This supports the chain from scattering rates to the extracted values. It does not show that the two processes are independent in a real line.

### (b) Sensitivity to the ratio

Taking the logarithm, $\ln\rho_0=\ln\rho_{ph}-\ln(r-1)$. Since $dr=r\,d\ln r$,

$$\frac{d\ln\rho_0}{d\ln r}=-\frac{r}{r-1}=-\frac{2.50}{1.50}=-1.667 .$$

A ratio that is 1 % too high makes $\rho_0$ about 1.7 % too low. The factor grows without limit as $r\to1$, where the result rests on a small difference between two nearly equal resistances. A relative error in $\rho_{ph}$ passes to $\rho_0$ unchanged.

### (c) The dimensions

Subtracting the readings removes the unknown defect part:

$$R_w-R_c=(\rho_0+\rho_{ph})g-\rho_0\,g=\rho_{ph}\,g .$$

Hence

$$g=\frac{30.0\ \text{ohm}}{1.68\times10^{-8}\ \text{ohm m}}=1.786\times10^{9}\ \text{m}^{-1}=1.786\ \text{nm}^{-1}.$$

For a constant cross-section $A=L/g=10\,000/1.786=5600$ nm². A width of 50 nm then gives a height of $5600/50=112$ nm. This is the area of the copper that carries the current, without the liner.

### (d) What the simple model leaves out

All percentages below are relative to 1.12 microohm cm. In each case the two readings are held fixed and one assumption is changed.

**Contraction.** Between 293 K and 4 K copper shrinks in length by roughly $\varepsilon=0.33\,\%$. If the line contracts freely, $L$ falls by the factor $1-\varepsilon$ and $A$ by $(1-\varepsilon)^2$, so the cold shape factor is $g/(1-\varepsilon)$. The measured ratio is then $r=(1-\varepsilon)\rho_w/\rho_c$, and

$$\rho_0=\frac{1.68}{2.50/0.9967-1}=1.114\ \text{microohm cm},$$

a change of $-0.55\,\%$.

A line on a chip is not free. Suppose instead that the substrate holds its length fixed while the copper still takes its freely contracted volume. The area then falls by $(1-\varepsilon)^3$, and the same argument with this factor gives 1.102 microohm cm, or $-1.6\,\%$. This estimate ignores the elastic change of volume and any effect of strain on the resistivity.

**Liner.** Take a barrier layer 3 nm thick on the bottom and the two sides, with a rough resistivity of 200 microohm cm at both temperatures. Its area is $3\times(50+2\times112)=822$ nm², a fraction $s=0.147$ of the copper area. Parallel conductances add, so

$$r=\frac{1/\rho_0+s/\rho_L}{1/(\rho_0+\rho_{ph})+s/\rho_L},\qquad \rho_L=200\ \text{microohm cm}.$$

The solution is $\rho_0=1.118$ microohm cm, a change of $-0.2\,\%$. The liner carries a larger share of the current when the copper is warm and more resistive. This lowers the measured ratio below that of the copper itself.

**Surfaces.** Consider a film of thickness $d$ whose surfaces scatter diffusely, so that an electron leaving a surface has lost its drift. Let $\rho_b$ be the resistivity due to scattering inside the film and $\lambda$ the corresponding mean free path. An electron at depth $z$, moving away from the surface at an angle with cosine $u$ to the normal, has travelled a distance $z/u$. It has regained the fraction $1-e^{-z/(\lambda u)}$ of its full drift.

Its contribution to the current along the film is weighted by the square of its velocity component in that direction. Averaged around the normal, this is proportional to $1-u^2$, and the factor $3/2$ normalises the weight because $\int_0^1(1-u^2)\,du=2/3$. Electrons moving the opposite way have left the other surface, and by symmetry they contribute equally. Hence

$$\frac{\rho_b}{\rho}=\frac32\int_0^1(1-u^2)\,\frac1d\int_0^d\left(1-e^{-z/(\lambda u)}\right)dz\,du .$$

The inner average equals $1-(u/k)(1-e^{-k/u})$ with $k=d/\lambda$, so

$$\frac{\rho_b}{\rho}=1-\frac{3}{2k}\int_0^1(u-u^3)\left(1-e^{-k/u}\right)du .$$

This is the Fuchs-Sondheimer formula. The mean free path follows from $\lambda=v_F\tau$, with $v_F$ the Fermi velocity. The product $\rho_b\lambda=mv_F/(ne^2)$ does not depend on $\tau$. For free electrons at the density of copper it is 65.9 microohm cm nm.

Does the surface part, $\rho-\rho_b$, stay the same when phonons shorten $\lambda$? Matthiessen's rule requires that it does. Two limits give the answer.

- For $k\gg1$ the exponential is negligible and the integral is $1/2-1/4=1/4$. Then $\rho_b/\rho\approx1-3/(8k)$, and the surface part is $3\rho_b\lambda/(8d)$. This is a constant, so the rule holds in this limit.
- For $k\ll1$ the inner average is close to $k/(2u)$ when $u\gg k$. The conductivity then grows as $\frac{3d}{4\rho_b\lambda}\ln(1/k)$ to leading order. At fixed thickness the total resistivity, and the surface part with it, tends to zero as $\lambda$ grows. Electrons moving nearly parallel to the surfaces then carry most of the current.

Between these limits the computed surface part has a maximum at $k\approx0.8$. Warming the film raises $k$, so the surface part can grow or shrink on the way from 4.2 K to 293 K.

For three films, $\rho_b$ at 4.2 K was adjusted until the ratio was again 2.50. The 35 nm film has the same surface per volume as the line: a film has $2/d$ and the line $2(w+h)/(wh)$, which gives $d=5600/(50+112)=34.6$ nm. Resistivities are in microohm cm.

| Film | $\rho_b$, cold | Warm minus cold | Total, cold | Change |
|---|---|---|---|---|
| 35 nm (computed at 34.6 nm) | 0.376 | 1.761 | 1.174 | +4.8 % |
| 50 nm | 0.523 | 1.677 | 1.118 | −0.2 % |
| 100 nm | 0.798 | 1.651 | 1.101 | −1.7 % |

The cold total is the warm-minus-cold difference divided by 1.50. In the 35 nm film $k$ rises from about 0.2 to 1.1 on warming, and the surface part grows from 0.80 to 0.88 microohm cm. In the 100 nm film $k$ rises from about 1.2 to 3.8, beyond the maximum, and the surface part shrinks from 0.30 to 0.27. The 50 nm film also starts below the maximum and ends above it, but at two points where the surface part happens to be nearly the same. Its small error is an accident of these numbers and does not show that surfaces are harmless at 50 nm.

**Comparison with real lines.** Real lines break the assumption of one collision rate for all electrons, because their surfaces and grain boundaries scatter. Equal surface per volume does not make a film a stand-in for the line. In a film, electrons moving in any direction nearly parallel to the two surfaces have long free flights. In a narrow line, only those moving nearly along its axis do. Repeating the average over position and direction for a cross-section of 50 nm by 112 nm with four diffuse sides gives a cold resistivity of 1.094 microohm cm, a change of −2.4 %. This is opposite in sign to the change for the 35 nm film. It is a guide to size and not a correction to apply, since the surfaces need not be fully diffuse, and grain boundaries, left out here, can shift the result by a similar amount. For these numbers, 1.1 microohm cm is a fair statement of the result, with an uncertainty of several per cent from the model alone. The numerical output below lists the estimates for contraction, liner and films.

## Variation 1: the leads are included

Suppose the readings of 50.0 and 20.0 ohm came from a two-terminal measurement, with a lead resistance $R_l=0.5$ ohm that is the same at both temperatures. What is $\rho_0$?

Substituting $r=R_w/R_c$ into the boxed result gives

$$\rho_0=\frac{\rho_{ph}}{R_w/R_c-1}=\rho_{ph}\,\frac{R_c}{R_w-R_c}.$$

The resistances of the line itself are $R_w-R_l$ and $R_c-R_l$. Their difference is unaffected by the leads, so

$$\rho_0=\rho_{ph}\,\frac{R_c-R_l}{R_w-R_c}=1.68\times\frac{19.5}{30.0}=1.092\ \text{microohm cm}.$$

The change is $-R_l/R_c=-0.5/20.0=-2.5\,\%$. It is set by the cold resistance, although the leads make up just 1 % of the warm reading. If the lead resistance instead fell on cooling by the same factor of 2.50 as that of the line, the ratio and the answer to (a) would be unchanged.

## Variation 2: the room was warmer

The warm reading of 50.0 ohm was in fact taken at 300 K. What is $\rho_0$?

The phonon resistivity must belong to the temperature of the warm reading. The Bloch-Grüneisen law, scaled to 1.68 microohm cm at 293 K, gives 1.725 microohm cm at 300 K. The ratio is still 2.50, so

$$\rho_0=\frac{1.725}{1.50}=1.150\ \text{microohm cm},$$

which is 2.7 % above the answer to (a). The temperature itself rose by $7/293=2.4\,\%$. The phonon resistivity rises slightly faster than in proportion to $T$, because the linear limit is reached only for $T\gg\Theta$. The law gives $d\ln\rho_{ph}/d\ln T=1.13$ at 293 K, and still 1.07 at 400 K, above the Debye temperature. The answer thus changes by about 0.4 % per kelvin, so an error of about 4 K in the temperature of the warm reading matters as much as an error of 1 % in the resistance ratio.

## Computed results

```
warm and cold temperature: 293 K, 4.2 K
warm and cold resistance: 50.0 ohm, 20.0 ohm
resistance ratio RRR: 2.50
phonon resistivity at 293 K: 1.68 microohm cm
residual resistivity: 1.120 microohm cm
residual resistivity, converted: 1.120e-08 ohm m
total resistivity at 293 K: 2.800 microohm cm
mistaken value rho_ph/RRR: 0.672 microohm cm
geometry factor L/A: 1.7857 per nm
length: 10000 nm, area: 5600 nm^2
width: 50 nm, height: 112 nm
error factor d ln rho_0 / d ln RRR: -1.667
hidden lines, worst error of rho_0: 0.78 %
hidden lines, worst error of L/A: 0.67 %
Debye temperature (rough): 320 K
phonon resistivity at 4.2 K: 3.8e-07 microohm cm
phonon resistivity at 300 K: 1.725 microohm cm
linear contraction (rough): 0.33 %
liner (rough): 200 microohm cm, 3 nm
liner area / copper area: 0.147
lead resistance: 0.5 ohm
resistivity x mean free path: 65.9 microohm cm nm
surface part peaks at thickness / mean free path: 0.8
film with the line's surface per volume: 34.6 nm
  35 nm film: defect part inside 0.376, warm minus cold 1.761 microohm cm
  50 nm film: defect part inside 0.523, warm minus cold 1.677 microohm cm
  100 nm film: defect part inside 0.798, warm minus cold 1.651 microohm cm
cold resistivity with one neglected effect included:
  contraction, free line: 1.114 microohm cm (-0.55 %)
  contraction, length held: 1.102 microohm cm (-1.63 %)
  liner carries current: 1.118 microohm cm (-0.20 %)
  lead resistance in both readings: 1.092 microohm cm (-2.50 %)
  warm reading at 300 K: 1.150 microohm cm (+2.70 %)
  diffuse surfaces, 35 nm film: 1.174 microohm cm (+4.84 %)
  diffuse surfaces, 50 nm film: 1.118 microohm cm (-0.18 %)
  diffuse surfaces, 100 nm film: 1.101 microohm cm (-1.71 %)
```
